# Why well-tempered metadynamics converges to a scaled free energy: verification in Python

```python
"""Well-tempered metadynamics on a periodic coordinate.

Result under test: the bias V(s) tends to -(1 - 1/g) F(s) + c(n), where
F = free energy, g = bias factor, n = number of hills, and the constant
c(n) grows as (g - 1) kT ln n.
Symbols: beta = 1/kT; kappa = 1/((g - 1) kT); b = beta + kappa;
w = first hill height; sigma = hill width; kernel = matrix of hill shapes;
p = biased equilibrium distribution; q ~ exp(-beta F - b V), normalized;
D = sum u ln(u/q), with u the uniform distribution.
Energies in eV, lengths in nm, temperature in K.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import polygamma

rng = np.random.default_rng(12345)
temperature = 500.0
kT = sc.k * temperature / sc.e
beta = 1.0 / kT
g_main = 10.0
period, n_sites = 0.6, 60
spacing = period / n_sites
sigma, w = 0.015, 0.02
kappa = beta / (g_main - 1)
b = beta + kappa
k_delta_T = 1.0 / kappa


def free_energy(x):
    angle = 2 * np.pi * x / period
    return 0.35 * (1 - np.cos(2 * angle)) + 0.10 * (1 - np.cos(angle))


x = spacing * np.arange(n_sites)
theta = 2 * np.pi * x / period
F = free_energy(x)
difference = x[:, None] - x[None, :]
kernel = sum(np.exp(-(difference + j * period) ** 2 / (2 * sigma ** 2))
             for j in range(-2, 3))
row_sum = kernel[0].sum()
eigenvalues = np.linalg.eigvalsh(kernel)
assert eigenvalues.min() > 0
assert np.allclose(kernel.sum(axis=1), row_sum, rtol=1e-12)


def biased_distribution(V, F_values):
    exponent = -beta * (F_values + V)
    p = np.exp(exponent - exponent.max())
    return p / p.sum()


def growth(V, F_values, hill_matrix, g):
    """Mean bias added per hill, directly from the deposition rule."""
    p = biased_distribution(V, F_values)
    return w * hill_matrix @ (np.exp(-beta * V / (g - 1)) * p)


def averaged_flow(V0, counts, F_values=F, hill_matrix=kernel, g=g_main):
    solution = solve_ivp(lambda n, V: growth(V, F_values, hill_matrix, g),
                         (0.0, counts[-1]), V0, method="LSODA",
                         t_eval=counts, rtol=1e-9, atol=1e-12)
    assert solution.success
    return solution.y.T


def bias_error(V, F_values=F, g=g_main):
    e = V + (1 - 1 / g) * F_values
    return e - e.mean(axis=-1, keepdims=True)


def q_distribution(V):
    exponent = -beta * F - b * V
    q = np.exp(exponent - exponent.max())
    return q / q.sum()


def divergence(V):
    u = 1.0 / n_sites
    return np.sum(u * np.log(u / q_distribution(V)))


# Averaged growth from an empty bias, and from a wrong starting bias
counts = np.array([1e3, 1e4, 1e5, 1e6])
V_flow = averaged_flow(np.zeros(n_sites), counts)
flow_errors = np.abs(bias_error(V_flow)).max(axis=1)
assert np.all(np.diff(flow_errors) < 0) and flow_errors[-1] < 0.005
V_other = averaged_flow(0.3 * np.cos(3 * theta + 0.4), counts)
other_error = np.abs(bias_error(V_other[-1])).max()
assert other_error < 0.005
D_path = np.array([divergence(V) for V in V_flow])
assert np.all(np.diff(D_path) < 0)
log_growth = V_flow[-1].mean() - V_flow[-2].mean()
log_prediction = k_delta_T * np.log(10)
assert abs(log_growth / log_prediction - 1) < 0.01

# The slope of V against -F for several bias factors
slopes = {}
for g in (4.0, 10.0, 20.0):
    V_end = averaged_flow(np.zeros(n_sites), np.array([1e6]), g=g)[-1]
    slopes[g] = -np.polyfit(F, V_end, 1)[0]
    assert abs(slopes[g] - (1 - 1 / g)) < 0.01

# Descent law by finite differences; one-step bounds by explicit sums
for trial in range(20):
    V = -(1 - 1 / g_main) * F * rng.uniform(0, 1.3)
    for m in range(1, 6):
        V = V + 0.03 * rng.normal() * np.cos(m * theta + rng.uniform(0, 6))
    p, q = biased_distribution(V, F), q_distribution(V)
    heights = w * np.exp(-kappa * V)
    excess = q - 1.0 / n_sites
    descent = -b * (p @ heights) * (excess @ kernel @ excess)
    step = 1e-3
    velocity = growth(V, F, kernel, g_main)
    numerical = (divergence(V + step * velocity)
                 - divergence(V - step * velocity)) / (2 * step)
    assert abs(numerical - descent) < 1e-4 * abs(descent) + 1e-9
    D_after = np.array([divergence(V + heights[j] * kernel[j])
                        for j in range(n_sites)])
    mean_change = p @ (D_after - divergence(V))
    upper = descent + b ** 2 / 8 * (p @ heights ** 2)
    assert descent - 1e-12 <= mean_change <= upper + 1e-12

# Decay exponents of small errors of the averaged growth
exponents = {}
for m in (14, 16, 18):
    start = -(1 - 1 / g_main) * F + 1e-3 * np.cos(m * theta)
    late = averaged_flow(start, np.array([1e5, 1e6]))
    amplitude = 2 * np.mean(bias_error(late) * np.cos(m * theta), axis=1)
    measured = -np.log10(amplitude[1] / amplitude[0])
    predicted = g_main * np.exp(-(2 * np.pi * m * sigma / period) ** 2 / 2)
    assert abs(measured / predicted - 1) < 0.02
    exponents[m] = (measured, predicted)

# Histories of discrete hills
n_runs, n_hills, early = 200, 10000, 2000
moves_per_hill = 5
rows = np.arange(n_runs)
square_bound = n_sites * polygamma(1, 1 / (kappa * w)) / kappa ** 2


def hill_histories(correlated):
    V = np.zeros((n_runs, n_sites))
    visits = np.zeros((n_runs, n_sites))
    squares = np.zeros(n_runs)
    site = np.zeros(n_runs, dtype=int)
    early_rms = None
    for n in range(1, n_hills + 1):
        if correlated:
            for _ in range(moves_per_hill):
                new = (site + rng.integers(-5, 6, n_runs)) % n_sites
                rise = F[new] + V[rows, new] - F[site] - V[rows, site]
                accept = rng.random(n_runs) < np.exp(-beta * rise)
                site = np.where(accept, new, site)
        else:
            total = np.cumsum(np.exp(-beta * (F + V)), axis=1)
            mark = rng.random((n_runs, 1)) * total[:, -1:]
            site = (total < mark).sum(axis=1)
        height = w * np.exp(-kappa * V[rows, site])
        V += height[:, None] * kernel[site]
        squares += height ** 2
        visits[rows, site] += 1
        if n == early:
            early_rms = np.sqrt(np.mean(bias_error(V) ** 2))
    assert np.all(np.exp(kappa * V) >= (1 + kappa * w * visits) * (1 - 1e-9))
    assert squares.max() < square_bound
    return V, early_rms, np.sqrt(np.mean(bias_error(V) ** 2)), squares.max()


V_ind, early_ind, late_ind, squares_ind = hill_histories(False)
V_cor, early_cor, late_cor, squares_cor = hill_histories(True)
assert late_ind < early_ind and late_cor < early_cor
mean_error_ind = np.abs(bias_error(V_ind.mean(axis=0))).max()
mean_error_cor = np.abs(bias_error(V_cor.mean(axis=0))).max()
# allowance: finite number of runs, and terms of second order in the noise
assert mean_error_ind < 0.015 and mean_error_cor < 0.015

# Noise law for independent samples, long waves
p_limit = np.exp(-beta * F / g_main)
p_limit /= p_limit.sum()
Q = np.sum(1 / p_limit) / n_sites ** 2
fourier = np.fft.fft(bias_error(V_ind), axis=1) / n_sites
ratios, noise_lines = [], {}
for m in range(1, 7):
    r = np.exp(-(2 * np.pi * m * sigma / period) ** 2 / 2)
    law = 2 * k_delta_T ** 2 * r ** 2 * Q / ((2 * g_main * r - 1) * n_hills)
    found = np.mean(2 * np.abs(fourier[:, m]) ** 2)
    ratios.append(found / law)
    noise_lines[m] = (np.sqrt(found), np.sqrt(law))
noise_ratio = np.mean(ratios)
# allowance: leading order in 1/n, and sampling scatter of the variance
assert abs(noise_ratio - 1) < 0.2

# Walls: plain hills against hills with mirror images
x_wall = spacing * (np.arange(n_sites) + 0.5)
F_wall = free_energy(x_wall)


def gaussian(d):
    return np.exp(-d ** 2 / (2 * sigma ** 2))


minus = x_wall[:, None] - x_wall[None, :]
plus = x_wall[:, None] + x_wall[None, :]
plain = gaussian(minus)
mirrored = plain + gaussian(plus) + gaussian(2 * period - plus)
wall_errors = []
for hill_matrix in (plain, mirrored):
    V_end = averaged_flow(np.zeros(n_sites), np.array([1e6]),
                          F_values=F_wall, hill_matrix=hill_matrix)[-1]
    wall_errors.append(np.abs(bias_error(V_end, F_wall)).max())
assert wall_errors[0] > 0.02 and wall_errors[1] < 0.005

# Worked numbers
top = int(np.argmax(F))
barrier = F[top] - F[0]


def recovered(V):
    values = -(V[:, top] - V[:, 0]) * g_main / (g_main - 1)
    return values.mean(), values.std(ddof=1)


barrier_ind, scatter_ind = recovered(V_ind)
barrier_cor, scatter_cor = recovered(V_cor)
assert abs(barrier_ind - barrier) < 0.015
attempt_time = sc.h / (sc.k * temperature)
wait_unbiased = attempt_time * np.exp(beta * barrier)
hill_interval = 1e-12
run_length = n_hills * hill_interval
hidden_limit = kT * np.log(run_length / attempt_time)
dx = 1e-3
curvature = -(free_energy(x[top] + dx) - 2 * free_energy(x[top])
              + free_energy(x[top] - dx)) / dx ** 2


def tunnelling_factor(mass_u):
    frequency = np.sqrt(curvature * sc.e / 1e-18 / (mass_u * sc.atomic_mass))
    return 1 + (sc.hbar * frequency / (sc.k * temperature)) ** 2 / 24


print(f"temperature {temperature:.0f} K, kT {kT:.5f} eV, bias factor {g_main:.0f}")
print(f"period {period} nm, sites {n_sites}, spacing {spacing:.3f} nm")
print(f"hill width {sigma} nm, first hill height {w} eV")
print(f"kDeltaT = (g-1)kT: {k_delta_T:.4f} eV; b: {b:.3f} per eV")
print(f"kernel row sum {row_sum:.4f}, least eigenvalue {eigenvalues.min():.2e}")
print(f"barrier {barrier:.4f} eV = {beta*barrier:.2f} kT, at x = {x[top]:.2f} nm")
print(f"free energy of second site {F[n_sites//2]:.3f} eV")
print(f"residual barrier F/g {barrier/g_main:.4f} eV = {beta*barrier/g_main:.2f} kT")
for n, e, D in zip(counts, flow_errors, D_path):
    print(f"averaged growth, {n:.0e} hills: max error {1e3*e:.4f} meV, D {D:.3e}")
print(f"other starting bias, 1e6 hills: max error {1e3*other_error:.4f} meV")
for g, slope in slopes.items():
    print(f"g = {g:.0f}: slope of V against -F {slope:.5f}, 1-1/g {1-1/g:.5f}")
print(f"mean bias gain, 1e5 to 1e6 hills: {log_growth:.4f} eV")
print(f"kDeltaT ln 10: {log_prediction:.4f} eV")
for m, (found, law) in exponents.items():
    print(f"wave {m}: decay exponent found {found:.4f}, predicted {law:.4f}")
print(f"runs {n_runs}, hills per run {n_hills}, walker moves per hill {moves_per_hill}")
print(f"independent: rms error {1e3*early_ind:.2f} meV at {early} hills, "
      f"{1e3*late_ind:.2f} meV at {n_hills}")
print(f"correlated: rms error {1e3*early_cor:.2f} meV at {early} hills, "
      f"{1e3*late_cor:.2f} meV at {n_hills}")
print(f"max error of run-averaged bias: independent {1e3*mean_error_ind:.2f} meV, "
      f"correlated {1e3*mean_error_cor:.2f} meV")
print(f"largest sum of squared heights: independent {squares_ind:.4f} eV^2, "
      f"correlated {squares_cor:.4f} eV^2")
print(f"bound on that sum: {square_bound:.4f} eV^2")
print(f"noise factor Q {Q:.4f}")
for m in (1, 3, 6):
    found, law = noise_lines[m]
    print(f"wave {m}: noise found {1e3*found:.3f} meV, predicted {1e3*law:.3f} meV")
print(f"noise variance, found/predicted, mean of waves 1-6: {noise_ratio:.3f}")
print(f"recovered barrier, independent: {barrier_ind:.4f} eV, "
      f"scatter per run {scatter_ind:.4f} eV")
print(f"recovered barrier, correlated: {barrier_cor:.4f} eV, "
      f"scatter per run {scatter_cor:.4f} eV")
print(f"barrier if g/(g-1) is forgotten: {barrier*(1-1/g_main):.4f} eV, "
      f"rate too high by factor {np.exp(beta*barrier/g_main):.2f}")
print(f"wall, 1e6 hills: plain hills, max error {1e3*wall_errors[0]:.2f} meV")
print(f"wall, 1e6 hills: mirrored hills, max error {1e3*wall_errors[1]:.4f} meV")
print(f"unbiased waiting time, (h/kT)exp(barrier/kT): {1e6*wait_unbiased:.2f} us")
print(f"run length at {1e12*hill_interval:.0f} ps per hill: {1e9*run_length:.0f} ns")
print(f"hidden barrier crossed about once in that run: {hidden_limit:.3f} eV")
print(f"barrier-top curvature {curvature:.1f} eV/nm^2")
print(f"Wigner tunnelling factor: 42 u fragment {tunnelling_factor(42.0):.4f}, "
      f"1 u proton {tunnelling_factor(1.0):.3f}")
print(f"barrier shift for 50 K and entropy change of 1 k: "
      f"{1e3*50*sc.k/sc.e:.2f} meV")
print(f"rate factor for a 0.1 eV energy error: {np.exp(0.1*beta):.2f}")
print("finished without a failed check")
```

Running it gives:

```
temperature 500 K, kT 0.04309 eV, bias factor 10
period 0.6 nm, sites 60, spacing 0.010 nm
hill width 0.015 nm, first hill height 0.02 eV
kDeltaT = (g-1)kT: 0.3878 eV; b: 25.788 per eV
kernel row sum 3.7599, least eigenvalue 1.13e-04
barrier 0.8028 eV = 18.63 kT, at x = 0.16 nm
free energy of second site 0.200 eV
residual barrier F/g 0.0803 eV = 1.86 kT
averaged growth, 1e+03 hills: max error 1.4699 meV, D 8.755e-05
averaged growth, 1e+04 hills: max error 0.0012 meV, D 6.228e-11
averaged growth, 1e+05 hills: max error 0.0006 meV, D 1.244e-11
averaged growth, 1e+06 hills: max error 0.0004 meV, D 4.853e-12
other starting bias, 1e6 hills: max error 0.0163 meV
g = 4: slope of V against -F 0.75000, 1-1/g 0.75000
g = 10: slope of V against -F 0.90000, 1-1/g 0.90000
g = 20: slope of V against -F 0.95000, 1-1/g 0.95000
mean bias gain, 1e5 to 1e6 hills: 0.8918 eV
kDeltaT ln 10: 0.8929 eV
wave 14: decay exponent found 0.8905, predicted 0.8909
wave 16: decay exponent found 0.4248, predicted 0.4250
wave 18: decay exponent found 0.1836, predicted 0.1837
runs 200, hills per run 10000, walker moves per hill 5
independent: rms error 8.76 meV at 2000 hills, 4.16 meV at 10000
correlated: rms error 12.93 meV at 2000 hills, 6.21 meV at 10000
max error of run-averaged bias: independent 1.04 meV, correlated 1.15 meV
largest sum of squared heights: independent 0.1192 eV^2, correlated 0.1193 eV^2
bound on that sum: 0.4775 eV^2
noise factor Q 1.4107
wave 1: noise found 1.421 meV, predicted 1.486 meV
wave 3: noise found 1.338 meV, predicted 1.418 meV
wave 6: noise found 1.187 meV, predicted 1.215 meV
noise variance, found/predicted, mean of waves 1-6: 0.948
recovered barrier, independent: 0.8020 eV, scatter per run 0.0071 eV
recovered barrier, correlated: 0.8018 eV, scatter per run 0.0105 eV
barrier if g/(g-1) is forgotten: 0.7225 eV, rate too high by factor 6.44
wall, 1e6 hills: plain hills, max error 160.06 meV
wall, 1e6 hills: mirrored hills, max error 0.0003 meV
unbiased waiting time, (h/kT)exp(barrier/kT): 11.86 us
run length at 1 ps per hill: 10 ns
hidden barrier crossed about once in that run: 0.498 eV
barrier-top curvature 151.3 eV/nm^2
Wigner tunnelling factor: 42 u fragment 1.0034, 1 u proton 1.142
barrier shift for 50 K and entropy change of 1 k: 4.31 meV
rate factor for a 0.1 eV energy error: 10.18
finished without a failed check
```
